# Hartree-Fock at Finite Temperature from the Factorized Two-Particle Green's Function: verification in Python

```python
"""
Result under test: replacing the two-particle Green's function by the
antisymmetrized product of one-particle functions turns the first equation of
motion into the finite-temperature Hartree-Fock (HF) equations
    gamma = f(F[gamma] - mu),
    F_pr = h_pr + sum_qs (v_pqrs - v_pqsr) gamma_sq.
Symbols: h one-body matrix, v_pqrs = <pq|v|rs>, mu chemical potential,
beta = 1/T (k_B = hbar = 1), gamma_sq = <c+_q c_s>, f the Fermi function,
G_pq(tau,tau') = -<T c_p(tau) c+_q(tau')>,
G2(1,2;1',2') = <T c(1) c(2) c+(2') c+(1')>.
Averages are explicit traces over the 16-dimensional Fock space of 4 orbitals.
"""
import numpy as np
from scipy.optimize import minimize

M = 4
rng = np.random.default_rng(7)


def annihilators():
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for p in range(M):
        op = np.eye(1)
        for k in range(M):
            factor = parity if k < p else (lower if k == p else np.eye(2))
            op = np.kron(op, factor)
        result.append(op)
    return np.array(result)


C = annihilators()
CD = C.transpose(0, 2, 1)
HOP = np.einsum('pij,qjk->pqik', CD, C)        # c+_p c_q
CREATE2 = np.einsum('pij,qjk->pqik', CD, CD)   # c+_p c+_q
REMOVE2 = np.einsum('sij,rjk->rsik', C, C)     # c_s c_r


def one_body(a):
    return np.einsum('pq,pqij->ij', a, HOP)


def two_body(v):
    left = np.einsum('pqrs,pqij->rsij', v, CREATE2)
    return 0.5 * np.einsum('rsij,rsjk->ik', left, REMOVE2)


class ThermalState:
    """Equilibrium state exp(-beta K)/Z with time-ordered averages."""

    def __init__(self, K, beta):
        self.beta = beta
        self.E, self.U = np.linalg.eigh(K)
        e0 = self.E[0]
        self.omega = e0 - np.log(np.exp(-beta * (self.E - e0)).sum()) / beta
        self.logw = -beta * (self.E - self.omega)
        self.w = np.exp(self.logw)
        self.ops = None

    def expect(self, A):
        diag = np.einsum('ij,ij->j', self.U.conj(), A @ self.U)
        return (self.w * diag).sum()

    def density(self):
        return np.array([[self.expect(HOP[q, s]) for q in range(M)]
                         for s in range(M)])

    def evolved(self, dagger, p, tau):
        if self.ops is None:
            ud = self.U.conj().T
            self.ops = [[ud @ X @ self.U for X in C],
                        [ud @ X @ self.U for X in CD]]
        phase = np.exp((self.E[:, None] - self.E[None, :]) * tau)
        return self.ops[dagger][p] * phase

    def ordered(self, items):
        """items: (dagger, orbital, tau); at equal tau c+ is the later one."""
        n = len(items)
        order = sorted(range(n), key=lambda i: (items[i][2], items[i][0]),
                       reverse=True)
        swaps = sum(order[i] > order[j]
                    for i in range(n) for j in range(i + 1, n))
        product = np.eye(len(self.E))
        for i in order:
            product = product @ self.evolved(*items[i])
        return (-1) ** swaps * (self.w * np.diag(product)).sum()

    def green(self, t, tp=0.0):
        return np.array([[-self.ordered([(0, p, t), (1, q, tp)])
                          for q in range(M)] for p in range(M)])

    def green2(self, t1, t2, t1p, t2p):
        """Array [r, s, a, q] = G2(r t1, s t2; a t1p, q t2p)."""
        out = np.zeros((M,) * 4, complex)
        for r, s, a, q in np.ndindex(M, M, M, M):
            out[r, s, a, q] = self.ordered(
                [(0, r, t1), (0, s, t2), (1, q, t2p), (1, a, t1p)])
        return out


def self_energy(v, gamma):
    return np.einsum('pqrs,sq->pr', v - v.transpose(0, 1, 3, 2), gamma)


def fermi_matrix(a, beta):
    e, u = np.linalg.eigh(a)
    return (u / (np.exp(beta * e) + 1)) @ u.conj().T


def solve_hf(h, v, mu, beta):
    one = np.eye(M)
    gamma = fermi_matrix(h - mu * one, beta)
    for iteration in range(1, 2000):
        new = fermi_matrix(h + self_energy(v, gamma) - mu * one, beta)
        change = abs(new - gamma).max()
        gamma = 0.5 * (gamma + new)
        if change < 1e-13:
            return gamma, h + self_energy(v, gamma), iteration
    raise RuntimeError("HF iteration did not converge")


def trial_omega(a, K, beta):
    """Tr rho K + T Tr rho ln rho for rho ~ exp(-beta sum a_pq c+_p c_q)."""
    s = ThermalState(one_body(a), beta)
    return s.expect(K).real + (s.w * s.logw).sum() / beta


def first_equation_residual(state, h, v, mu, tau, step=1e-4):
    """Largest violation of the first equation of motion at tau != 0."""
    slope = (state.green(tau + step) - state.green(tau - step)) / (2 * step)
    left = -slope - (h - mu * np.eye(M)) @ state.green(tau)
    right = np.einsum('pqrs,rsaq->pa', v, state.green2(tau, tau, 0.0, tau))
    return abs(left - right).max()


# ---------- general complex model: tests of the derivation ----------
beta, mu = 1.5, 0.2
one = np.eye(M)
x = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M))
h = 0.5 * (x + x.conj().T)
y = 0.3 * (rng.normal(size=(M,) * 4) + 1j * rng.normal(size=(M,) * 4))
v = 0.5 * (y + y.transpose(1, 0, 3, 2))
v = 0.5 * (v + v.transpose(2, 3, 0, 1).conj())
K = one_body(h - mu * one) + two_body(v)
assert np.allclose(K, K.conj().T)

# Heisenberg equation of the annihilation operator
for p in range(M):
    commutator = K @ C[p] - C[p] @ K
    cubic = np.einsum('qrs,qij,rsjk->ik', v[p], CD, REMOVE2, optimize=True)
    formula = -np.einsum('q,qij->ij', (h - mu * one)[p], C) - cubic
    assert np.allclose(commutator, formula, atol=1e-12)

# exact first equation, its unit jump, and antiperiodicity
exact = ThermalState(K, beta)
res_exact = max(first_equation_residual(exact, h, v, mu, t)
                for t in (0.4, -0.7))
assert res_exact < 1e-6   # finite-difference error of order step**2
assert np.allclose(exact.green(1e-9) - exact.green(-1e-9), -one, atol=1e-6)
assert np.allclose(exact.green(0.4 - beta), -exact.green(0.4), atol=1e-11)

# factorization is exact in a Gaussian state, at four different times
gamma, F, _ = solve_hf(h, v, mu, beta)
hf = ThermalState(one_body(F - mu * one), beta)


def factorized(state, t1, t2, t1p, t2p):
    g = state.green
    return (np.einsum('ra,sq->rsaq', g(t1, t1p), g(t2, t2p))
            - np.einsum('rq,sa->rsaq', g(t1, t2p), g(t2, t1p)))


for times in ((0.3, 1.1, 0.7, 0.2), (1.2, 0.5, 0.1, 0.9)):
    assert np.allclose(hf.green2(*times), factorized(hf, *times), atol=1e-11)
times = (0.3, 1.1, 0.7, 0.2)
gap_exact = abs(exact.green2(*times) - factorized(exact, *times)).max()
assert gap_exact > 1e-3   # an interacting state does not factorize

# closure: interaction term equals static self-energy times G
term = np.einsum('pqrs,rsaq->pa', v, hf.green2(0.4, 0.4, 0.0, 0.4))
assert np.allclose(term, self_energy(v, gamma) @ hf.green(0.4), atol=1e-11)
assert np.allclose(hf.density(), gamma, atol=1e-11)
res_hf = max(first_equation_residual(hf, h, v, mu, t) for t in (0.4, -0.7))
bare = ThermalState(one_body(h - mu * one), beta)
res_bare = first_equation_residual(bare, h, v, mu, 0.4)
assert res_hf < 1e-6 and res_bare > 1e-2

# imaginary-time and frequency forms of the solution
e, u = np.linalg.eigh(F - mu * one)
g_formula = -(u * (np.exp(-0.4 * e) / (1 + np.exp(-beta * e)))) @ u.conj().T
assert np.allclose(g_formula, hf.green(0.4), atol=1e-11)
nodes, weights = np.polynomial.legendre.leggauss(60)
tau_grid = 0.5 * beta * (nodes + 1)
g_grid = np.array([hf.green(t) for t in tau_grid])
for n in (0, 2, -3):
    iw = 1j * (2 * n + 1) * np.pi / beta
    integral = np.einsum('t,tpq->pq',
                         0.5 * beta * weights * np.exp(iw * tau_grid), g_grid)
    assert np.allclose(integral, np.linalg.inv(iw * one - F + mu * one),
                       atol=1e-9)


# variation of the grand potential: formula and stationarity
def slope_omega(a, d, step=1e-4):
    return (trial_omega(a + step * d, K, beta)
            - trial_omega(a - step * d, K, beta)) / (2 * step)


slopes_hf, slopes_bare = [], []
a0 = h - mu * one
for _ in range(5):
    z = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M))
    d = 0.5 * (z + z.conj().T)
    slopes_hf.append(abs(slope_omega(F - mu * one, d)))
    direct = slope_omega(a0, d)
    slopes_bare.append(abs(direct))
    dgamma = (fermi_matrix(a0 + 1e-4 * d, beta)
              - fermi_matrix(a0 - 1e-4 * d, beta)) / 2e-4
    f0 = h + self_energy(v, fermi_matrix(a0, beta))
    predicted = np.trace((f0 - mu * one - a0) @ dgamma).real
    assert abs(direct - predicted) < 1e-6
assert max(slopes_hf) < 1e-6 and max(slopes_bare) > 1e-3

# ---------- worked example: two sites with spin, energies in t ----------
t_hop, e_A, e_B, U_on, V_inter, mu, T = 1.0, 0.0, 1.0, 1.5, 0.5, 1.0, 0.5
beta = 1 / T
# orbital order: A up, A down, B up, B down
h = np.kron(np.array([[e_A, -t_hop], [-t_hop, e_B]]), np.eye(2))
v = np.zeros((M,) * 4)
for p in range(M):
    for q in range(M):
        if p != q:
            v[p, q, p, q] = U_on if p // 2 == q // 2 else V_inter
K = one_body(h - mu * one) + two_body(v)
number = [HOP[p, p] for p in range(M)]
n_site = [number[0] + number[1], number[2] + number[3]]
K_direct = (one_body(h - mu * one) + V_inter * n_site[0] @ n_site[1]
            + U_on * (number[0] @ number[1] + number[2] @ number[3]))
assert np.allclose(K, K_direct)

gamma, F, iterations = solve_hf(h, v, mu, beta)
start = fermi_matrix(h - mu * one, beta)
nA, nB, gAB = gamma[0, 0], gamma[2, 2], gamma[0, 2]
assert abs(F[0, 0] - (e_A + U_on * nA + 2 * V_inter * nB)) < 1e-11
assert abs(F[2, 2] - (e_B + U_on * nB + 2 * V_inter * nA)) < 1e-11
assert abs(F[0, 2] - (-t_hop - V_inter * gAB)) < 1e-11
levels = np.linalg.eigvalsh(F)[::2]
occ = 1 / (np.exp(beta * (levels - mu)) + 1)

ideal = -2 * T * np.log1p(np.exp(-beta * (levels - mu))).sum()
correction = -0.5 * np.trace(self_energy(v, gamma) @ gamma)
omega_hf = ideal + correction
assert abs(omega_hf - trial_omega(F - mu * one, K, beta)) < 1e-11
exact = ThermalState(K, beta)
assert exact.omega < omega_hf
g_exact = exact.density().real

# independent road: minimize the grand potential from spin-broken starts
upper = np.triu_indices(M)


def symmetric(params):
    a = np.zeros((M, M))
    a[upper] = params
    return a + a.T - np.diag(np.diag(a))


min_dev = 0.0
for _ in range(3):
    guess = (h - mu * one)[upper] + 0.5 * rng.normal(size=len(upper[0]))
    found = minimize(lambda q: trial_omega(symmetric(q), K, beta), guess,
                     method='BFGS', jac='3-point', options={'gtol': 1e-8})
    g_min = fermi_matrix(symmetric(found.x), beta)
    min_dev = max(min_dev, abs(g_min - gamma).max())
assert min_dev < 1e-5   # limited by the finite-difference gradient

# error of the density matrix is second order in the interaction
errors = []
for scale in (0.01, 0.005):
    g_hf = solve_hf(h, scale * v, mu, beta)[0]
    K_s = one_body(h - mu * one) + scale * two_body(v)
    errors.append(abs(ThermalState(K_s, beta).density() - g_hf).max())
ratio = errors[0] / errors[1]
assert abs(ratio - 4) < 0.2

hf = ThermalState(one_body(F - mu * one), beta)
d_hf = hf.expect(number[0] @ number[1]).real
d_exact = exact.expect(number[0] @ number[1]).real
assert abs(d_hf - nA ** 2) < 1e-11
connected = d_exact - g_exact[0, 0] * g_exact[1, 1]
assert abs(connected) > 1e-3
mid_hf = hf.green(beta / 2)[0, 0].real
mid_exact = exact.green(beta / 2)[0, 0].real

print("GENERAL COMPLEX MODEL (dimensionless)")
print(f"first-equation residual, exact state: {res_exact:.1e}")
print(f"first-equation residual, HF state: {res_hf:.1e}")
print(f"first-equation residual, bare Gaussian state: {res_bare:.3f}")
print(f"largest factorization error, exact state: {gap_exact:.4f}")
print(f"largest slope of Omega at HF: {max(slopes_hf):.1e}")
print(f"largest slope of Omega at bare h: {max(slopes_bare):.3f}")
print("TWO-SITE MODEL (energies in t, occupations per spin)")
print(f"hopping t = {t_hop:.1f} t")
print(f"site energies e_A, e_B = {e_A:.1f}, {e_B:.1f} t")
print(f"on-site U = {U_on:.1f} t, intersite V = {V_inter:.1f} t")
print(f"mu = {mu:.1f} t, T = {T:.1f} t, beta = {beta:.1f} 1/t")
print(f"start (bare h): n_A = {start[0, 0]:.6f}, n_B = {start[2, 2]:.6f}, "
      f"gamma_AB = {start[0, 2]:.6f}")
print(f"damped HF iterations (mixing one half): {iterations}")
print(f"HF n_A = {nA:.6f}, n_B = {nB:.6f}, gamma_AB = {gAB:.6f}")
print(f"F_AA = {F[0, 0]:.6f} t")
print(f"F_BB = {F[2, 2]:.6f} t")
print(f"F_AB = {F[0, 2]:.6f} t")
print(f"HF levels = {levels[0]:.6f}, {levels[1]:.6f} t")
print(f"HF level occupations = {occ[0]:.6f}, {occ[1]:.6f}")
print(f"HF total particle number = {np.trace(gamma):.6f}")
print(f"Omega, independent-level part = {ideal:.6f} t")
print(f"Omega, double-counting part = {correction:.6f} t")
print(f"Omega HF = {omega_hf:.6f} t")
print(f"Omega exact = {exact.omega:.6f} t")
print(f"Omega HF - exact = {omega_hf - exact.omega:.6f} t")
print(f"exact n_A = {g_exact[0, 0]:.6f}, n_B = {g_exact[2, 2]:.6f}, "
      f"gamma_AB = {g_exact[0, 2]:.6f}")
print(f"exact total particle number = {np.trace(g_exact):.6f}")
print(f"double occupancy of A, HF = {d_hf:.6f}")
print(f"double occupancy of A, exact = {d_exact:.6f}")
print(f"exact connected part on A = {connected:.6f}")
print(f"G_AA(beta/2), HF = {mid_hf:.6f}")
print(f"G_AA(beta/2), exact = {mid_exact:.6f}")
print(f"density deviation, minimization vs HF: {min_dev:.1e}")
print(f"density error at 0.01 of the interaction: {errors[0]:.3e}")
print(f"density error at 0.005 of the interaction: {errors[1]:.3e}")
print(f"error ratio on halving the interaction: {ratio:.3f}")
print("PASS")
```

Output:

```
GENERAL COMPLEX MODEL (dimensionless)
first-equation residual, exact state: 3.1e-09
first-equation residual, HF state: 2.8e-09
first-equation residual, bare Gaussian state: 0.260
largest factorization error, exact state: 0.0112
largest slope of Omega at HF: 2.1e-08
largest slope of Omega at bare h: 0.370
TWO-SITE MODEL (energies in t, occupations per spin)
hopping t = 1.0 t
site energies e_A, e_B = 0.0, 1.0 t
on-site U = 1.5 t, intersite V = 0.5 t
mu = 1.0 t, T = 0.5 t, beta = 2.0 1/t
start (bare h): n_A = 0.758454, n_B = 0.428836, gamma_AB = 0.329618
damped HF iterations (mixing one half): 46
HF n_A = 0.551251, n_B = 0.282870, gamma_AB = 0.366832
F_AA = 1.109747 t
F_BB = 1.975556 t
F_AB = -1.183416 t
HF levels = 0.282540, 2.802763 t
HF level occupations = 0.807667, 0.026454
HF total particle number = 1.668242
Omega, independent-level part = -1.675336 t
Omega, double-counting part = -0.753139 t
Omega HF = -2.428475 t
Omega exact = -2.494172 t
Omega HF - exact = 0.065697 t
exact n_A = 0.537402, n_B = 0.289169, gamma_AB = 0.344351
exact total particle number = 1.653142
double occupancy of A, HF = 0.303878
double occupancy of A, exact = 0.226244
exact connected part on A = -0.062557
G_AA(beta/2), HF = -0.317443
G_AA(beta/2), exact = -0.302108
density deviation, minimization vs HF: 5.5e-09
density error at 0.01 of the interaction: 2.987e-06
density error at 0.005 of the interaction: 7.489e-07
error ratio on halving the interaction: 3.989
PASS
```
